# Why a 1 MHz Capacitance Curve Can Hide Fast Interface Traps

**The argument under review**

The manuscript treats a high-k gate stack on n-type germanium at 300 K. It compares the capacitance at 1 kHz with that at 1 MHz and reasons as follows. Interface traps follow 1 kHz but not 1 MHz, so the difference between the curves measures the traps. With the surface Fermi level 0.20 eV below the conduction band the curves agree to 0.03 %, so the interface is nearly free of traps there.

The first premise is an assumption about trap response times, and it fails near the band edge. Agreement of the two curves has a second explanation: the traps follow both frequencies and cancel in the subtraction. The analysis below shows that the agreement alone cannot decide between the two readings.

**What the method computes**

All capacitances are per unit area. $C_{ox}$ belongs to the insulator, $C_s$ to the semiconductor depletion layer, and $C_{it}=q^2D$ to interface traps of density $D$ per area and energy. If $C_m$ is the measured parallel-mode capacitance, the method removes the insulator through

$$C_x=\frac{C_{ox}C_m}{C_{ox}-C_m}$$

and reports $q^2D_{HL}=C_x^{low}-C_x^{high}$. In equilibrium $C_x^{low}=C_s+C_{it}$. The manuscript also needs $C_x^{high}=C_s$, and this has to be examined.

**How fast the traps respond**

Let $\Delta=E_c-E_F$ at the surface. I assume that traps exchange electrons with the conduction band alone, that the electrons are nondegenerate, and that $D$ is uniform over several $kT$. A level with occupancy $f$ obeys

$$\frac{df}{dt}=c_n\left[n_s(1-f)-n_1f\right],\qquad c_n=\sigma v,$$

where $n_s$ is the surface electron density, $\sigma$ the capture cross section and $v$ the thermal velocity. The emission constant $n_1$ is fixed, because the level moves rigidly with the band edge. Equilibrium requires $n_1=n_s(1-f_0)/f_0$, so $n_s+n_1=n_s/f_0$.

A small surface-potential signal $\delta\psi\,e^{j\omega t}$ gives $\delta n_s=n_s\,q\delta\psi/kT$. To first order,

$$j\omega\,\delta f=c_n\left[n_s(1-f_0)\frac{q\delta\psi}{kT}-\frac{n_s}{f_0}\delta f\right].$$

Multiplying by $f_0\tau$, with $\tau=1/(c_nn_s)$, and collecting $\delta f$ gives

$$\delta f=\frac{f_0(1-f_0)}{1+j\omega\tau f_0}\frac{q\delta\psi}{kT},\qquad
\tau=\frac{e^{\Delta/kT}}{\sigma vN_c}.$$

The trapped charge changes by $-qD\int\delta f\,dE$, and the trap capacitance is minus this change divided by $\delta\psi$. Since $f_0(1-f_0)\,dE/kT=-df_0$, the energy integral becomes an integral over occupancy. With $x=\omega\tau$,

$$c_{it}=C_{it}\int_0^1\frac{df}{1+jxf}=C_{it}\frac{\ln(1+jx)}{jx}.$$

Using $\ln(1+jx)=\tfrac12\ln(1+x^2)+j\arctan x$, we have $c_{it}=C_p-jb$, where

$$C_p=C_{it}\frac{\arctan x}{x},\qquad b=\frac{G_p}{\omega}=C_{it}\frac{\ln(1+x^2)}{2x}.$$

The admittance is $j\omega c_{it}=j\omega C_p+\omega b$, so a positive $b$ is a loss. The factor $e^{\Delta/kT}$ is the physical point: near the band edge the surface holds many electrons, capture is fast, and $C_p$ approaches the full $C_{it}$.

**What the subtraction leaves**

Write $a=C_s+C_p$ and $c=a-jb$. The insulator in series gives

$$\frac{C_{ox}c}{C_{ox}+c}=C_{ox}-\frac{C_{ox}^2}{C_{ox}+a-jb}.$$

The measured capacitance is the real part, hence

$$C_{ox}-C_m=\frac{C_{ox}^2(C_{ox}+a)}{(C_{ox}+a)^2+b^2}.$$

Since $C_x=C_{ox}^2/(C_{ox}-C_m)-C_{ox}$,

$$C_x^{high}=\frac{(C_{ox}+a)^2+b^2}{C_{ox}+a}-C_{ox}=a+\frac{b^2}{C_{ox}+a}.$$

Subtracting this from $C_s+C_{it}$ yields

$$\boxed{q^2D_{HL}=C_{it}\left(1-\frac{\arctan x}{x}\right)-\frac{b^2}{C_{ox}+C_s+C_p}}$$

Both departures from $C_{it}$ have the same sign. Traps that follow the high frequency are subtracted away, and their loss, seen through the insulator, raises $C_x^{high}$ further.

The loss term cannot make the result negative. Separating real and imaginary parts of the occupancy integral gives

$$C_p=C_{it}\!\int_0^1\!\frac{df}{1+x^2f^2},\quad
C_{it}-C_p=C_{it}\!\int_0^1\!\frac{x^2f^2\,df}{1+x^2f^2},\quad
b=C_{it}\!\int_0^1\!\frac{xf\,df}{1+x^2f^2}.$$

The integrand of $b$ is the geometric mean of the other two, so the Cauchy–Schwarz inequality gives $b^2\le C_p(C_{it}-C_p)$. Therefore

$$\left(1-\frac{C_p}{C_{it}}\right)\frac{C_{ox}+C_s}{C_{ox}+C_s+C_p}\le\frac{D_{HL}}{D}\le1-\frac{C_p}{C_{it}}.$$

Within this model the method underestimates $D$ at every finite $x$. For a nonuniform density the integrals acquire a nonnegative weight and the same proof holds, with $D_{HL}/D$ read as $q^2D_{HL}$ over the equilibrium trap capacitance. The sign does require an equilibrium low-frequency curve, a correct $C_{ox}$ and no other dispersive element.

**Two limits**

For $x\ll1$, $\arctan x/x\simeq1-x^2/3$ and $b\simeq C_{it}x/2$, so

$$\frac{D_{HL}}{D}\simeq x^2\left[\frac13-\frac{C_{it}}{4(C_{ox}+C_s+C_{it})}\right].$$

Moving $kT$ closer to the band divides $x$ by $e$ and the reported density by about $e^2$, apart from the slow change of $C_s$. A flat trap density is thus reported as one that collapses towards the band edge.

For $x\gg1$, $\arctan x\simeq\pi/2$, while the loss term is of order $(\ln x/x)^2$. Then $D_{HL}/D\simeq1-\pi/(2x)$. Recovery is slow: 90 % needs $x\approx15$, so at $x=1$ the high-frequency curve is still far from free of trap response.

**The germanium stack**

Take an equivalent oxide thickness of 2.0 nm, giving $C_{ox}=1.7266$ µF/cm², a doping $N_D=10^{17}$ cm⁻³, and a uniform $D=10^{12}$ cm⁻² eV⁻¹, giving $C_{it}=0.1602$ µF/cm². Rough germanium values are $N_c=10^{19}$ cm⁻³, $v=2\times10^7$ cm/s, $\sigma=10^{-15}$ cm², relative permittivity 16 and gap 0.66 eV.

$C_s$ follows from Poisson's equation. Let $\phi$ be the upward band bending in units of $kT$; at the surface $\phi=(\Delta-\Delta_b)/kT$, with bulk value $\Delta_b=kT\ln(N_c/N_D)=0.119$ eV. With $L^2=\varepsilon kT/(q^2N_D)$, where $\varepsilon$ is the permittivity of germanium, and holes neglected, $L^2\phi''=1-e^{-\phi}$. Multiplying by $2\phi'$ and integrating from the neutral bulk gives $L|\phi'|=F$, with $F=\sqrt{2(\phi+e^{-\phi}-1)}$. The charge is $\varepsilon(kT/q)F/L$, and its derivative with respect to band bending is

$$C_s=\frac{\varepsilon}{L}\frac{dF}{d\phi}=\frac{\varepsilon}{L}\frac{1-e^{-\phi}}{F}.$$

| $\Delta$ (eV) | $x$ at 1 MHz | $C_s$ (µF/cm²) | $D_{HL}/D$ |
|---|---|---|---|
| 0.15 | 0.0104 | 0.655 | 0.00003 |
| 0.20 | 0.0719 | 0.430 | 0.0016 |
| 0.25 | 0.498 | 0.326 | 0.069 |
| 0.30 | 3.44 | 0.270 | 0.615 |

At 0.25 eV the loss term is about 5 % of the first term, large enough to follow. Here $C_p=0.14866$ and $b=0.03562$ µF/cm², so

$$q^2D_{HL}=0.01155-\frac{0.03562^2}{1.7266+0.3263+0.1487}=0.01097\ \text{µF/cm}^2,$$

which is 6.9 % of $C_{it}$.

At 0.20 eV, the manuscript's own case, the 1 kHz and 1 MHz capacitances are 0.43967 and 0.43952 µF/cm². Without traps the value would be 0.34404 µF/cm². The 1 MHz curve lies 28 % above the trap-free one, and the method reports $1.6\times10^9$ instead of $10^{12}$ cm⁻² eV⁻¹. For this cross section the observed agreement is therefore compatible with a large trap density, and by itself it cannot support the manuscript's conclusion.

As an independent test, the rate equation was integrated in time for levels within $18kT$ of the Fermi level. At $\Delta=0.20$, 0.25 and 0.30 eV, using 1 kHz and 1 MHz responses in the circuit, the reported density agreed with the boxed formula to 0.001 % of its value. The numerical output follows this text.

**What would answer the question**

The surface-potential scale is not at fault. In equilibrium the capacitive divider gives $d\psi/dV_G=C_{ox}/(C_{ox}+C_s+C_{it})=1-C_{low}/C_{ox}$, so integrating the low-frequency curve over gate bias $V_G$ gives changes of $\psi$ with the traps included. An additive constant must come from elsewhere.

Given that constant and the doping, one can replace $C_x^{high}$ by a calculated $C_s$. The price is sensitivity: at 0.20 eV a 5 % error in $C_s$ is 0.021 µF/cm², or 13 % of $C_{it}$.

Conductance can also be more revealing, once series resistance has been corrected for. For small $x$, $G_p/\omega\simeq C_{it}x/2$ is linear in $x$, whereas the capacitance difference is quadratic. At 0.20 eV this is 0.0058 µF/cm², against 0.00026 µF/cm² for $q^2D_{HL}$. In this limit, however, it fixes the product $D\tau$ and not $D$ itself. The correction matters: at 1 MHz a series resistance of 5 mΩ cm² alone gives a measured $G/\omega$ of 0.006 µF/cm², about twice the 0.003 µF/cm² that the traps contribute through the insulator.

Raising the frequency would require about 200 MHz for 90 % recovery at 0.20 eV, and only if series resistance is negligible or corrected for. At that frequency an uncorrected 1 mΩ cm² already makes the reported density about 1.6 times the true one. Cooling is another route. At 180 K, with $\Delta$, $D$, $\sigma$ and the frequencies held fixed, and $N_c\propto T^{3/2}$, $v\propto T^{1/2}$, the 1 MHz value of $x$ is 34.7 and the method recovers 95 %. The 1 kHz value is then 0.035. Further cooling would eventually prevent the traps from following 1 kHz too, and the difference would shrink again.

**How far the numbers carry over to a real stack**

The chosen trap density and insulator thickness are plausible for germanium test capacitors. The cross section is the least certain input: a tenfold change moves the energy scale by $kT\ln10=0.06$ eV. With $\sigma=10^{-16}$ cm² the method recovers 13 % at 0.20 eV, instead of 0.16 %. The two curves would then differ by 2.6 %, so agreement to 0.03 % would speak against $D=10^{12}$ cm⁻² eV⁻¹. Whether the agreement can hide that density thus depends on the cross section, which has to be determined separately. Real surfaces also have potential fluctuations; a 30 meV Gaussian spread, treated with one common semiconductor node, raises the recovered fraction to 1.4 %. Traps inside the insulator cause an error of the opposite sign: those that follow 1 kHz but not 1 MHz add to the reported density. For an assumed $10^{18}$ cm⁻³ eV⁻¹, a 2 eV barrier and an effective mass of 0.3 electron masses, the tunnelling depth gained between 1 MHz and 1 kHz is 0.87 nm. Multiplied by the trap density, this gives $9\times10^{10}$ cm⁻² eV⁻¹. The amount added to the reported density is roughly $10^{11}$ cm⁻² eV⁻¹, and depends somewhat on the physical thickness of the insulator, because the traps lie inside it. That exceeds the interface-trap reading at 0.20 eV, yet remains roughly ten times below the true interface density. With the example's cross section, either effect at this size would separate the curves by more than the observed 0.03 %: about 0.3 % for the potential spread and 2 % for the insulator traps. Such close agreement therefore also limits these two effects. A capacitance error of 0.1 % alone produces $5\times10^9$ cm⁻² eV⁻¹, so a reading of $1.6\times10^9$ has no quantitative meaning.

Towards midgap the one-band model itself fails. It reaches 90 % recovery at $\Delta=0.339$ eV, beyond half the gap, 0.33 eV. With a valence-band density of states of roughly $5\times10^{18}$ cm⁻³, the surface hole density is already 5 % of the electron density at 0.30 eV. If holes are captured with the same cross section and thermal velocity and stay in equilibrium with the bulk, the tabulated 0.615 falls to about 0.57. Under the same assumptions the 90 % at 0.339 eV falls to about 77 %. Deeper in the gap hole exchange must be included.

**Recommendation**

The claim of a nearly trap-free interface at 0.20 eV should be withdrawn unless response times, or a separately determined $C_s$, support it. The high-low density may be retained where $\omega\tau\gg1$ at the high frequency and $\omega\tau\ll1$ at the low one, with series resistance, insulator traps and, near midgap, hole exchange assessed; there the electron $\tau$ alone overstates the recovery. Near the band edge, interface traps contribute to the difference between the curves only through the change in their response between the two frequencies, and not through their full density.

## Calculated quantities

```
oxide capacitance = 1.7266 uF/cm2
equivalent oxide thickness = 2.0 nm
true trap density = 1.00e+12 /(cm2 eV)
true trap capacitance = 0.1602 uF/cm2
doping = 1.0e+17 /cm3; T = 300 K; kT = 0.02585 eV
rough Ge: gap 0.66 eV, permittivity 16
rough Ge: Nc 1.0e+19, Nv 5.0e+18 /cm3
rough: sigma 1e-15 cm2, velocity 2e+07 cm/s
frequencies: low 1 kHz, high 1 MHz
bulk Ec-EF = 0.1191 eV
depth where omega*tau = 1 at 1 MHz: 0.2680 eV
columns: depth eV | tau s | omega*tau at 1 MHz | Cs uF/cm2
  0.15 | 1.655e-09 | 1.0400e-02 | 0.6545
  0.20 | 1.145e-08 | 7.1945e-02 | 0.4297
  0.25 | 7.921e-08 | 4.9770e-01 | 0.3263
  0.30 | 5.480e-07 | 3.4429e+00 | 0.2702
columns: depth eV | C trap-free | C low | C 1 MHz (uF/cm2)
  0.15 | 0.47460 | 0.55353 | 0.55353
  0.20 | 0.34404 | 0.43967 | 0.43952
  0.25 | 0.27442 | 0.37955 | 0.37284
  0.30 | 0.23367 | 0.34455 | 0.27838
columns: depth eV | reported D /(cm2 eV) | reported/true
  0.15 | 3.435e+07 | 0.00003
  0.20 | 1.631e+09 | 0.00163
  0.25 | 6.852e+10 | 0.06852
  0.30 | 6.152e+11 | 0.61515
at 0.25 eV: Cp = 0.14866, Gp/omega = 0.03562 uF/cm2
at 0.25 eV: Cit-Cp = 0.01155 uF/cm2
at 0.25 eV: loss term = 0.000576 uF/cm2
half of D reported at depth 0.2908 eV
90 % at depth 0.3388 eV (one-band model); half gap 0.33 eV
frequency for 90 % at 0.20 eV = 214.3 MHz
sigma 1e-16 cm2: half at 0.2313 eV; ratio at 0.20 eV 0.12728
sigma 1e-14 cm2: half at 0.3504 eV; ratio at 0.20 eV 0.00002
180 K, 0.20 eV: reported/true = 0.9544
180 K: omega*tau = 0.0347 (1 kHz), 34.72 (1 MHz)
0.20 eV: low and 1 MHz curves differ by 0.0330 %
0.20 eV: 1 MHz curve exceeds trap-free by 27.75 %
neglected effects, at 0.20 eV unless stated:
  30 meV potential spread: reported/true 0.01430
  D rising e-fold per 0.10 eV to band: reported/local 0.00118
  series resistance 5.0 mohm cm2: reported D 3.56e+09 /(cm2 eV)
  0.1 % meter error: spurious D 4.94e+09 /(cm2 eV)
  border traps: barrier 2.0 eV, mass 0.3, 1e+18 /(cm3 eV)
  border traps: depth window 0.870 nm, added D 8.70e+10 /(cm2 eV)
  hole/electron density at 0.30 eV: 0.0491
  degeneracy correction in bulk: 0.354 %
  equivalent-oxide field at 0.30 eV, upper bound: 0.549 MV/cm
  leakage 1e-04 A/cm2 / trap exchange at 0.30 eV: 0.0132
largest kinetic-test error = 3.3e-07 (no unit)
largest full-chain error = 0.001 %
```
